# Reading the electron-phonon coupling from a photoemission kink and linewidth

## The problem

A photoemission spectrum is computed for electrons in a wide band, coupled to phonons of the single energy $\Omega=40$ meV. Energies $\varepsilon$ are measured from the Fermi level, so occupied states have $\varepsilon<0$, and $\hbar=1$. At zero temperature the peak track $\varepsilon(k)$, traced by the maxima in $k$ of the curves taken at fixed energy, has these slopes:

- $v_F=1.875$ eV Å at the Fermi level,
- $v_{\rm far}=3.75$ eV Å at 80 meV below it, beyond the kink.

The phonon part of the linewidth, 1 eV below the Fermi level, is 91.8 meV at 200 K and 144.2 meV at 400 K.

(a) Find the electron self-energy $\Sigma$ for this Einstein model and for a Debye model.
(b) How is the kink related to the coupling constant $\lambda$?
(c) What is the slope of the linewidth against temperature when the phonons are thermally saturated?
(d) What is $\lambda$ for the data above?

## A tempting solution

Two rules suggest themselves. Phonons reduce the Fermi velocity by a factor $1+\lambda$, and electrons beyond the phonon energy seem to have escaped the dressing. The velocities on the two sides of the kink then give

$$1+\lambda=\frac{3.75}{1.875}=2.00,\qquad \lambda=1.00 .$$

The second rule is that a linewidth growing linearly with temperature has slope $2\pi\lambda k_B$. With $k_B=0.08617$ meV/K,

$$\lambda=\frac{144.2-91.8}{200\times2\pi\times0.08617}=0.48 .$$

The same spectrum has given two couplings that differ by a factor of two. Both rules contain a correct limit, and each has been used outside it. The self-energy shows where.

## The self-energy

Let $c_k$ remove an electron of bare energy $\varepsilon_k$. The coupling adds to its equation of motion a term

$$i\dot c_k=\varepsilon_k c_k+O_k,\qquad O_k=\sum_{k'}g\,A\,c_{k'},\qquad A=b+b^\dagger ,$$

where $A$ is the displacement of the phonon that connects $k'$ to $k$. Write $\langle\langle X;Y\rangle\rangle$ for the Fourier transform of $-i\theta(t)\langle\{X(t),Y(0)\}\rangle$, and $G_0=1/(z-\varepsilon_k)$ with $z=\varepsilon+i0$. The equation of motion in the first time argument gives $G=G_0+G_0\langle\langle O_k;c_k^\dagger\rangle\rangle$. Used in the second argument, with $\langle A\rangle=0$, it gives $\langle\langle O_k;c_k^\dagger\rangle\rangle=\langle\langle O_k;O_k^\dagger\rangle\rangle G_0$. Comparison with $G=G_0+G_0\Sigma G_0+\dots$ shows that, to second order in $g$, $\Sigma=\langle\langle O_k;O_k^\dagger\rangle\rangle$ evaluated with free motion.

For one phonon of energy $\omega$ and one state of energy $\varepsilon'$, let $n$ and $f$ be the Bose and Fermi occupations. Then

$$\langle A(t)A(0)\rangle=(n+1)e^{-i\omega t}+n\,e^{i\omega t},$$

and $\langle A(0)A(t)\rangle$ has $n$ and $n+1$ exchanged. The first multiplies $1-f$ in the anticommutator and the second multiplies $f$. The part oscillating at $\varepsilon'+\omega$ has weight $(n+1)(1-f)+nf=n+1-f$. The part at $\varepsilon'-\omega$ has weight $n(1-f)+(n+1)f=n+f$. Since $-i\int_0^\infty e^{i(z-E)t}dt=1/(z-E)$,

$$\Sigma(z)=\int_0^\infty\! d\omega\,\alpha^2F(\omega)\int d\varepsilon'\left[\frac{n+1-f}{z-\varepsilon'-\omega}+\frac{n+f}{z-\varepsilon'+\omega}\right].$$

Here $\sum_{k'}g^2$ has been replaced by $\int d\omega\,d\varepsilon'\,\alpha^2F(\omega)$. This assumes a constant density of states and an average coupling that depends on neither $k$ nor $\varepsilon'$. The coupling constant and the two models are

$$\lambda=2\int_0^\infty\frac{\alpha^2F}{\omega}d\omega,\qquad
\alpha^2F_E=\frac{\lambda\Omega}{2}\delta(\omega-\Omega),\qquad
\alpha^2F_D=\lambda\frac{\omega^2}{D^2}\ \ (\omega<D).$$

Both satisfy the definition of $\lambda$: the first gives $2(\lambda\Omega/2)/\Omega$, the second $(2\lambda/D^2)(D^2/2)$.

This $\Sigma$ is used in $G=1/(z-\varepsilon_k-\Sigma)$. Corrections to the coupling vertex are neglected, which is Migdal's approximation; it requires $\lambda$ times the phonon energy to be small compared with the Fermi energy. Dressing the intermediate electron changes nothing in the flat, infinitely wide band: at fixed energy its spectral function is a Lorentzian in $\varepsilon'$ of unit area, so the integral over $\varepsilon'$ is the same.

**Imaginary part.** Replacing $1/(\varepsilon+i0-E)$ by $-i\pi\delta(\varepsilon-E)$ sets $\varepsilon'=\varepsilon\mp\omega$:

$$\mathrm{Im}\,\Sigma=-\pi\int d\omega\,\alpha^2F\,[\,2n(\omega)+1+f(\varepsilon+\omega)-f(\varepsilon-\omega)\,].$$

At $T=0$ the bracket is 0 for $\omega>|\varepsilon|$ and 1 for $\omega<|\varepsilon|$: the photohole can emit only phonons it has the energy for. Hence

$$\mathrm{Im}\,\Sigma_E=-\frac{\pi\lambda\Omega}{2}\theta(|\varepsilon|-\Omega),\qquad
\mathrm{Im}\,\Sigma_D=-\frac{\pi\lambda D}{3}\min\!\left(\frac{|\varepsilon|^3}{D^3},1\right).$$

**Real part.** Let the band run from $-W$ to $W$. The terms without $f$ integrate to logarithms such as $\ln|(W+\varepsilon-\omega)/(W-\varepsilon+\omega)|$, which vanish as $W\to\infty$. At $T=0$ the terms with $f$ leave

$$\int_{-W}^0\! d\varepsilon'\left[\frac1{\varepsilon-\varepsilon'+\omega}-\frac1{\varepsilon-\varepsilon'-\omega}\right]\to-\ln\left|\frac{\varepsilon+\omega}{\varepsilon-\omega}\right|,$$

because the contributions from $-W$ cancel in the same limit. Therefore

$$\mathrm{Re}\,\Sigma=-\int d\omega\,\alpha^2F\,L(\omega),\qquad L(\omega)=\ln\left|\frac{\omega+\varepsilon}{\omega-\varepsilon}\right|,$$

and for the Einstein model $\mathrm{Re}\,\Sigma_E=-(\lambda\Omega/2)L(\Omega)$.

For the Debye model integrate $\omega^2L$ by parts, with $dL/d\omega=-2\varepsilon/(\omega^2-\varepsilon^2)$ and a principal value at $\omega=|\varepsilon|$:

$$\int_0^D\!\omega^2L\,d\omega=\frac{D^3}{3}L(D)+\frac{2\varepsilon}{3}\,P\!\!\int_0^D\!\frac{\omega^3d\omega}{\omega^2-\varepsilon^2}.$$

The substitution $u=\omega^2$ turns the last integral into

$$\frac12P\!\!\int_0^{D^2}\!\frac{u\,du}{u-\varepsilon^2}=\frac12\left[D^2+\varepsilon^2\ln\left|\frac{D^2-\varepsilon^2}{\varepsilon^2}\right|\right].$$

Multiplying by $-\lambda/D^2$ and writing $y=\varepsilon/D$,

$$\mathrm{Re}\,\Sigma_D=-\frac{\lambda D}{3}\left[\ln\left|\frac{1+y}{1-y}\right|+y+y^3\ln\left|\frac{1-y^2}{y^2}\right|\right].$$

As an example take $\lambda=0.6$, $D=60$ meV and $\varepsilon=-30$ meV, so $y=-\tfrac12$. Then $\mathrm{Re}\,\Sigma_D=12\,[\ln3+\tfrac12+\tfrac18\ln3]=20.8$ meV and $\mathrm{Im}\,\Sigma_D=-12\pi/8=-4.7$ meV. The positive real part moves an occupied state towards the Fermi level.

## What the kink measures

Let the bare band be $\varepsilon_k=v_bq$ with $q=k-k_F$. The spectral function is

$$A(q,\varepsilon)=\frac1\pi\,\frac{|\mathrm{Im}\,\Sigma|}{(\varepsilon-\mathrm{Re}\,\Sigma-v_bq)^2+(\mathrm{Im}\,\Sigma)^2}.$$

At fixed energy this is a Lorentzian in $q$, because $\Sigma$ does not depend on $q$. Its peak lies at $v_bq=\varepsilon-\mathrm{Re}\,\Sigma(\varepsilon)$. Differentiating with respect to $\varepsilon$ gives the velocity of the peak track,

$$v=\frac{d\varepsilon}{dq}=\frac{v_b}{1-\mathrm{Re}\,\Sigma'(\varepsilon)} .$$

For small $\varepsilon$, $L\simeq2\varepsilon/\omega$, so $\mathrm{Re}\,\Sigma\simeq-\varepsilon\cdot2\int(\alpha^2F/\omega)\,d\omega=-\lambda\varepsilon$ and

$$\frac{v_b}{v_F}=1+\lambda .$$

The numerator is the **bare** velocity. The tempting solution put $v_{\rm far}$ there. Since $dL/d\varepsilon=2\omega/(\omega^2-\varepsilon^2)$, the Einstein slope is

$$\mathrm{Re}\,\Sigma_E'=-\frac{\lambda\Omega^2}{\Omega^2-\varepsilon^2},$$

which is positive for $|\varepsilon|>\Omega$. There $\mathrm{Re}\,\Sigma$ is returning to zero, and the track must catch up with the bare band, so wherever $0<\mathrm{Re}\,\Sigma'<1$ it is steeper than the bare band. At $|\varepsilon|=2\Omega$ the slope is $+\lambda/3$, and

$$\frac{v_{\rm far}}{v_F}=\frac{1+\lambda}{1-\lambda/3}.$$

Setting this equal to 2 gives $1+\lambda=2-2\lambda/3$, hence $\lambda=0.60$. The bare velocity follows as $v_b=1.60\times1.875=3.00$ eV Å, and $v_{\rm far}$ exceeds it by 25%.

Closer to the kink the distortion is stronger. Where $\mathrm{Re}\,\Sigma'>1$ the track bends backwards. For the Einstein model this requires $\lambda\Omega^2>\varepsilon^2-\Omega^2>0$, that is

$$\Omega<|\varepsilon|<\Omega\sqrt{1+\lambda},$$

or 40.0 to 50.6 meV here. This window belongs to low temperature: the thermal averaging derived below lowers the slope, and at 100 K it stays below 1 everywhere for these parameters.

For Debye phonons the same derivative under the integral gives

$$\mathrm{Re}\,\Sigma_D'=-\frac{2\lambda}{D^2}P\!\!\int_0^D\!\frac{\omega^3d\omega}{\omega^2-\varepsilon^2}=-\lambda\left[1+y^2\ln\left|\frac1{y^2}-1\right|\right].$$

With $D=60$ meV and the same $\lambda=0.6$, the velocity at $2D=120$ meV is $1.10\,v_b$. Using it as the bare velocity would give $1.60\times1.10-1$, or $\lambda\approx0.76$. The error is smaller than for the Einstein model at $2\Omega$, but it has the same sign. The slope vanishes at $|y|=0.884$, so the maximum of $|\mathrm{Re}\,\Sigma|$, 33.5 meV, lies at 53 meV, below the cutoff energy $D$.

## Temperature and the kink

At finite temperature the step in $f$ is a superposition of sharp steps at energies $x$ with weight $-f'(x)$. The zero-temperature real part is therefore averaged:

$$\mathrm{Re}\,\Sigma(\varepsilon,T)=\int dx\,[-f'(x)]\,\mathrm{Re}\,\Sigma(\varepsilon-x,0).$$

Define $\lambda(T)=-\mathrm{Re}\,\Sigma'(0,T)$. For the Einstein model

$$\lambda(T)=\lambda\,P\!\!\int dx\,[-f'(x)]\frac{\Omega^2}{\Omega^2-x^2}.$$

For $k_BT\ll\Omega$, expand the fraction as $1+x^2/\Omega^2$ and use $\int(-f')x^2dx=\pi^2(k_BT)^2/3$:

$$\lambda(T)\simeq\lambda\left[1+\frac{\pi^2(k_BT)^2}{3\Omega^2}\right].$$

The enhancement first rises. For $k_BT\gg\Omega$, use $P\!\int dx/(\Omega^2-x^2)=0$ to subtract the constant $-f'(0)$ from the weight. This leaves $\lambda(T)=\lambda\Omega^2\,P\!\int dx\,[-f'(x)+f'(0)]/(\Omega^2-x^2)$. The numerator vanishes as $x^2$ at small $x$ and varies on the scale $k_BT\gg\Omega$, so the denominator may be replaced by $-x^2$, giving $\lambda(T)\to\lambda\Omega^2\int dx\,[f'(x)-f'(0)]/x^2$. Since $-f'$ is largest at $x=0$, the integrand is positive. With $x=k_BT\,s$, $f'$ carries a factor $1/k_BT$ and $dx/x^2$ another, so $\lambda(T)$ falls as $(\Omega/k_BT)^2$, and the mass enhancement disappears.

For $\lambda=0.6$ and $\Omega=40$ meV, $\lambda(T)$ is 0.71 at 100 K, 0.41 at 300 K and 0.05 at 1000 K. The relation $v_b/v_F=1+\lambda$ thus belongs to low temperature. The maximum of $\mathrm{Re}\,\Sigma$ also falls, from 47.6 meV at 20 K to 14.7 meV at 300 K, and its position moves from 40 to 61 meV below the Fermi level. At 300 K the position of that maximum is not the phonon energy.

## What the linewidth measures

Define $\Gamma=-2\,\mathrm{Im}\,\Sigma$. The Lorentzian above has full width $\Gamma/v_b$ in momentum, with the bare velocity. The width in energy at fixed $q$ is a different quantity. Near the Fermi level at low temperature, $\varepsilon-\mathrm{Re}\,\Sigma\simeq(1+\lambda)\varepsilon$, so for nearly constant $\mathrm{Im}\,\Sigma$ the energy width is $\Gamma/(1+\lambda)$. With an elastic half-width of 1 meV and $\lambda=0.6$ this is $2/1.6=1.25$ meV, and the width of $A(0,\varepsilon)$ computed at 10 K agrees to within 1%. A measured energy curve carries in addition the Fermi factor, which distorts a peak at $k_F$ and must be divided out before its width is compared with that of $A$. At high temperature the slope of $\mathrm{Re}\,\Sigma$ vanishes and the energy width of $A$ tends to $\Gamma$.

Deep below the Fermi level, where $|\varepsilon|-\omega\gg k_BT$, both Fermi functions equal one and cancel. With $2n+1=\coth(\omega/2k_BT)$,

$$\Gamma_{\rm deep}=2\pi\int d\omega\,\alpha^2F\coth\frac{\omega}{2k_BT}.$$

At the Fermi level, $f(\omega)-f(-\omega)=-\tanh(\omega/2k_BT)$. Since $\coth a-\tanh a=1/(\sinh a\cosh a)=2/\sinh2a$,

$$\Gamma(0)=4\pi\int d\omega\,\frac{\alpha^2F}{\sinh(\omega/k_BT)}.$$

Now expand for $k_BT$ above the phonon energies, using $\coth a\simeq1/a+a/3$ and $1/\sinh s\simeq1/s-s/6$. Let $\langle\omega^2\rangle=(2/\lambda)\int\omega\,\alpha^2F\,d\omega$, which is $\Omega^2$ for Einstein and $D^2/2$ for Debye phonons. Then

$$\Gamma_{\rm deep}\simeq2\pi\lambda k_BT\left[1+\frac{\langle\omega^2\rangle}{12(k_BT)^2}\right],\qquad
\Gamma(0)\simeq2\pi\lambda k_BT\left[1-\frac{\langle\omega^2\rangle}{6(k_BT)^2}\right].$$

Both have the limiting slope

$$\frac{d\Gamma}{dT}\to2\pi\lambda k_B .$$

The leading term comes from $2n\simeq2k_BT/\omega$: the number of phonons grows linearly, and the factor $1/\omega$ turns the integral over $\alpha^2F$ into $\lambda/2$. The spectrum of the phonons enters the limit through $\lambda$ alone.

The corrections have opposite signs. Differentiating, the slope divided by $2\pi\lambda k_B$ is $1-\langle\omega^2\rangle/12(k_BT)^2$ deep in the band and $1+\langle\omega^2\rangle/6(k_BT)^2$ at the Fermi level. In the first case zero-point emission gives a finite width at $T=0$, from which the curve must bend upwards to its asymptote. In the second the width starts from zero, lags behind the asymptote and then catches up.

This is the second fault in the tempting solution. At 200 K, $k_BT=17$ meV is less than half of $\Omega$, so the phonons are not saturated. The full Einstein expression, $\Gamma_{\rm deep}=\pi\lambda\Omega\coth(\Omega/2k_BT)$, needs no such limit. At 400 K, $\Omega/2k_BT=40/68.9=0.580$ and its hyperbolic cotangent is 1.913, so

$$\lambda=\frac{144.2}{\pi\times40\times1.913}=0.60,$$

in agreement with the velocities.

Had the widths been taken at the Fermi level, 29.9 meV at 200 K and 104.8 meV at 400 K, the straight-line rule would have given 0.69 instead of 0.48. Between 600 and 1000 K the Fermi-level width grows from 176.8 to 313.5 meV, or 0.342 meV/K, and the deep width from 204.5 to 330.7 meV, or 0.315 meV/K. The two slopes now lie on either side of the limit $2\pi\times0.6\times0.08617=0.325$ meV/K and within about 5% of it.

## Answer and its conditions

The data give $\lambda=0.60$ by both routes. The velocity route needs the bare velocity, or a phonon model that allows for the excess velocity beyond the kink, and it assumes a bare band that is linear over the energies used. For a parabolic band with its bottom a depth $E_F$ below the Fermi level, the peak at 80 meV samples the bare energy $-80-13=-93$ meV, where the bare velocity is $v_b\sqrt{1-93\ \mathrm{meV}/E_F}$. With $E_F=1$ eV and a true $\lambda=0.60$ the ratio becomes 1.90, and the formula above would return 0.55. A band of free-electron mass with $v_b=3$ eV Å is only 0.59 eV deep, so the data here presuppose a lighter, more nearly linear band. The linewidth route needs saturated phonons, or the full thermal expression.

In a measured spectrum, elastic scattering adds to $\Gamma$, and a temperature-independent elastic part drops out of $d\Gamma/dT$. It does not drop out of the slope of the energy width near $k_F$ while $k_BT$ is comparable to or below the phonon energies, because there the whole width is rescaled by the slope of $\mathrm{Re}\,\Sigma$, which changes with temperature. The effect fades as $\lambda(T)$ vanishes. Electron-electron scattering and instrumental resolution must be treated separately. The linewidth results also assume that $\alpha^2F$ does not change on heating and that the band edges stay far away compared with $\Gamma$, $k_BT$ and the phonon energies. For a flat band ending at $W=3$ eV on either side, the tails of the dressed intermediate electron fall outside the band and lower the 400 K width 1 eV below the Fermi level from 144 to about 142 meV, which would give $\lambda=0.59$. If $\Sigma$ depends on momentum, differentiating $\varepsilon=v_bq+\mathrm{Re}\,\Sigma(q,\varepsilon)$ at the Fermi level gives $v_F=(v_b+\partial_q\mathrm{Re}\,\Sigma)/(1-\partial_\varepsilon\mathrm{Re}\,\Sigma)$, so the velocity ratio differs from $1+\lambda$ whenever $\partial_q\mathrm{Re}\,\Sigma$ is nonzero there. The numerical check checks the formulas for both phonon models numerically.

## Values computed for the example and the checks

```
lambda = 0.60; Einstein energy = 40.0 meV; Debye energy = 60.0 meV
bare velocity = 3.000 eV Angstrom; elastic half-width = 1.0 meV
k_B = 0.086173 meV/K
limiting slope 2 pi lambda k_B = 0.3249 meV/K
T=0 Fermi velocity = 1.8750 eV Angstrom; bare/dressed = 1.600
T=0 self-energy (meV): energy, Einstein Re, Im, Debye Re, Im
    -10.0     6.130    -0.000     6.235    -0.175
    -20.0    13.183    -0.000    13.242    -1.396
    -30.0    23.351    -0.000    20.831    -4.712
    -50.0    26.367   -37.699    33.073   -21.817
    -80.0    13.183   -37.699    15.837   -37.699
   -120.0     8.318   -37.699     9.566   -37.699
Einstein track bends back from 40.00 to 50.60 meV below E_F
Debye Re Sigma peak at T=0: 0.8844 D = 53.06 meV below E_F, height 33.50 meV
Einstein model:
  T=0 velocity at 80 meV below E_F / bare = 1.2500; false lambda = 1.0000
  simulated 10 K: bare/dressed velocity = 1.6010; energy width = 1.2492 meV
  20 K: Re Sigma peak 47.56 meV at 40.1 meV below E_F
  300 K: Re Sigma peak 14.69 meV at 61.2 meV below E_F
  T=0 width far below E_F = 75.398 meV
  T (K), width at E_F (meV), width 1 eV below (meV), lambda(T)
    100     2.908    76.866   0.7118
    200    29.900    91.816   0.6101
    300    67.233   116.169   0.4060
    400   104.791   144.212   0.2701
    600   176.753   204.546   0.1368
   1000   313.486   330.677   0.0529
  apparent lambda, 200-400 K slope: at E_F 0.6916; 1 eV below 0.4839
  300 K momentum width 1 eV below, phonons only = 0.03872 1/Angstrom
Debye model:
  T=0 velocity at 120 meV below E_F / bare = 1.0994; false lambda = 0.7591
  simulated 10 K: bare/dressed velocity = 1.6029; energy width = 1.2514 meV
  20 K: Re Sigma peak 32.95 meV at 52.3 meV below E_F
  300 K: Re Sigma peak 15.66 meV at 66.3 meV below E_F
  T=0 width far below E_F = 75.398 meV
  T (K), width at E_F (meV), width 1 eV below (meV), lambda(T)
    100     5.475    78.539   0.6569
    200    31.197    94.137   0.5553
    300    66.606   118.138   0.3945
    400   103.381   145.828   0.2752
    600   175.117   205.697   0.1463
   1000   312.218   331.392   0.0583
  apparent lambda, 200-400 K slope: at E_F 0.6666; 1 eV below 0.4773
  300 K momentum width 1 eV below, phonons only = 0.03938 1/Angstrom
```
